# Two electron-EDM operators: equal totals, unequal orbital contributions

**The argument under review**

The argument concerns an atom whose electrons carry an electric dipole moment $d$. It starts from the internal-field interaction and replaces it by an operator containing $p^2$, because the two are "equivalent". It then draws three conclusions:

1. Any matrix element between orbitals may be computed with either operator.
2. Core contributions from one form may be added to valence contributions from the other.
3. In the internal-field form the nuclear field is sufficient, since the $p^2$ form contains no electron-electron field at all.

The replacement has a sound basis, but none of the three conclusions follows from it. What the equivalence permits can be read off once the term separating the two operators is written down.

**Conventions and the operator identity**

I use atomic units, with electron charge $-1$. The Hamiltonian is

$$H=\sum_i\left[c\,\boldsymbol\alpha_i\cdot\mathbf p_i+(\beta_i-1)c^2\right]+V,$$

$$V=\sum_i\left[V_{\rm nuc}(r_i)+E_0z_i\right]+\sum_{i<j}\frac1{r_{ij}} .$$

The nucleus is held fixed and has a finite size. An electron's potential energy is minus the electrostatic potential, so the field acting on electron $i$ is $\mathbf E_i=+\nabla_iV$. In particular, the term $E_0z_i$ describes a uniform field $E_0$ along $+z$. The internal-field form is

$$W_1=-d\sum_i\beta_i\boldsymbol\Sigma_i\cdot\mathbf E_i .$$

Write $\boldsymbol\alpha=\gamma_5\boldsymbol\Sigma$, where $\gamma_5$ has unit off-diagonal blocks. It commutes with $\boldsymbol\Sigma$ and anticommutes with $\beta$. Let $a=\beta\boldsymbol\Sigma\cdot\mathbf p$ for one electron and $A=\sum_ia_i$.

From $[\mathbf p,V]=-i\nabla V$ we have $\nabla V=i[\mathbf p,V]$. Since $\beta$ and $\boldsymbol\Sigma$ commute with $V$,

$$\sum_i\beta_i\boldsymbol\Sigma_i\cdot\mathbf E_i=i[A,V].$$

Now replace $V$ by $H$ minus the free Dirac terms. The mass term drops out because $a$ commutes with $\beta$. The kinetic term does not:

$$\begin{aligned}
[a,c\,\boldsymbol\alpha\cdot\mathbf p]
&=c\beta(\boldsymbol\Sigma\cdot\mathbf p)\gamma_5(\boldsymbol\Sigma\cdot\mathbf p)
-c\gamma_5(\boldsymbol\Sigma\cdot\mathbf p)\beta(\boldsymbol\Sigma\cdot\mathbf p)\\
&=c(\beta\gamma_5-\gamma_5\beta)p^2=2c\beta\gamma_5p^2 .
\end{aligned}$$

Here $(\boldsymbol\Sigma\cdot\mathbf p)^2=p^2$ and $\gamma_5\beta=-\beta\gamma_5$ were used. Kinetic terms of different electrons commute with each other's $a_i$. Therefore $i[A,V]=i[A,H]-2ic\sum_i\beta_i\gamma_{5,i}p_i^2$, and multiplication by $-d$ gives

$$W_1=W_2-id[A,H],\qquad W_2=2icd\sum_i\beta_i\gamma_{5,i}p_i^2 .$$

The factor $i$ makes $W_2$ Hermitian, because $(i\beta\gamma_5)^\dagger=-i\gamma_5\beta=i\beta\gamma_5$.

The electron-electron field is part of this identity. For one pair,

$$i\left[a_1+a_2,\frac1{r_{12}}\right]
=\beta_1\boldsymbol\Sigma_1\cdot\nabla_1\frac1{r_{12}}
+\beta_2\boldsymbol\Sigma_2\cdot\nabla_2\frac1{r_{12}},$$

which contains the field of each electron at the position of the other. The $p^2$ operator shows no such term because the interaction has been absorbed into $H$. It still acts through the state.

**First objection: orbital matrix elements**

For two eigenstates of the same $H$,

$$\langle a|W_1-W_2|b\rangle=-id(E_b-E_a)\langle a|A|b\rangle .$$

This requires that $H$ may be moved onto the left-hand state without surface terms. That holds for localized states with the finite nucleus used here. The difference vanishes for $a=b$, and for states of equal energy. It has no general reason to vanish otherwise, however exact the two states are.

A hydrogen-like ion with $Z=80$ and rms nuclear radius $10^{-4}$ bohr shows the size of the effect. Between 1s and 2p$_{1/2}$ the field form gives $266790$ and the $p^2$ form $155438$, in atomic units of field after division by $d$. The difference is $111352$, about $72\%$ of the $p^2$ value, and the commutator expression gives the same number. The energies differ by $3530.300-904.831=2625.469$ hartree, so $\langle A\rangle$ has magnitude $111352/2625.469\approx42.4$ atomic units.

Between 2s and 2p$_{1/2}$, which lie about $0.3$ hartree apart, both forms give $58726$. The small remaining difference, $0.38$, is not the commutator term, which is $-0.01$. It is $6\times10^{-6}$ of the element and is basis error. Direct integration of the radial Dirac equation gives $58722.763$ and $58722.768$, whose difference, $-0.005$, equals the commutator term for the exact orbitals. For the 1s-2p$_{1/2}$ pair the same integration gives $266780$ and $155429$, so the basis values above are about 10 too large, while their difference, $111351$, and $|\langle A\rangle|\approx42.4$ are essentially unchanged. Someone who examined this pair alone would wrongly infer that the operators agree for all orbitals.

**Second objection: the field must be complete**

How can different matrix elements lead to the same atomic dipole? Take an unperturbed state $|0\rangle$ of definite parity, not degenerate with any state that the field couples to it. Let $Z_{\rm op}=\sum_iz_i$, and let $W_1^{(0)}$ be the field form without the external field. To first order in $E_0$,

$$\langle W_1\rangle=-dE_0\Big\langle\sum_i\beta_i\Sigma_{z,i}\Big\rangle_0
+2E_0\,{\rm Re}\sum_{n\ne0}\frac{\langle0|W_1^{(0)}|n\rangle\langle n|Z_{\rm op}|0\rangle}{E_0^{\rm at}-E_n},$$

where $E_0^{\rm at}$ is the unperturbed energy. The $p^2$ form has the second term alone, with $W_2$ in place of $W_1^{(0)}$. Insert

$$\langle0|W_1^{(0)}-W_2|n\rangle=-id(E_n-E_0^{\rm at})\langle0|A|n\rangle .$$

The energy factors have the ratio $(E_n-E_0^{\rm at})/(E_0^{\rm at}-E_n)=-1$, which turns $-id$ into $+id$. The term $n=0$ may be added to the sum because $\langle0|Z_{\rm op}|0\rangle=0$ by parity. Completeness then gives the difference of the two sums as

$$2dE_0\,{\rm Re}\,i\langle AZ_{\rm op}\rangle_0
=dE_0\,i\langle[A,Z_{\rm op}]\rangle_0
=dE_0\Big\langle\sum_i\beta_i\Sigma_{z,i}\Big\rangle_0 .$$

This cancels the direct term. The sums over states therefore differ between the two forms, and the direct action of the external field on the electron dipoles compensates the difference. That term belongs to the field form and must not be added to the $p^2$ form.

The same need for completeness applies to screening. Consider one valence electron outside a frozen 1s$^2$ shell, represented by its direct potential. This is a one-electron model with a local potential, so the identity applies with $V$ equal to nucleus plus core plus external field. For $E_0=5$ atomic units I quote the induced dipole

$$\frac Dd=-\frac{\langle W\rangle}{dE_0}.$$

The response is linear to good accuracy, so this ratio hardly depends on the field: halving the field changes the $p^2$ result from $285.50$ to $285.57$. The values are:

- $p^2$ form: $285.498$
- field form, whole field: $285.499$
- field form without the core field: $283.713$
- field form without the direct external term: $284.515$

The omitted core field is worth $285.499-283.713=1.786$ and the direct term $285.499-284.515=0.984$. Both are below $1\%$ of the dipole in this highly charged ion, yet each exceeds the remaining difference of the complete forms, $0.002$, by a factor of about 500 or more. The third conclusion of the argument is therefore false, even though the numerical damage is modest here.

**Why the total is a relativistic effect**

Replace $\beta$ by 1 in the field form. The operator $\boldsymbol\Sigma\cdot\mathbf p$ commutes with $\beta$ and with $\gamma_5\boldsymbol\Sigma\cdot\mathbf p$, so

$$\sum_i\boldsymbol\Sigma_i\cdot\mathbf E_i=i\Big[\sum_i\boldsymbol\Sigma_i\cdot\mathbf p_i,H\Big].$$

Its expectation value vanishes in an eigenstate. The total may therefore be written

$$\langle W_1\rangle=-d\Big\langle\sum_i(\beta_i-1)\boldsymbol\Sigma_i\cdot\mathbf E_i\Big\rangle .$$

The factor $\beta-1$ is zero for upper components and $-2$ for lower ones. As the lower components become small in the nonrelativistic limit, this expectation value tends to zero at fixed nuclear charge and fixed external field. The statement concerns the sum over all electrons with the whole field. It gives no licence to drop the "1" orbital by orbital.

**Third objection: core and valence cannot be mixed between forms**

Is an exact state needed for the totals to agree? It is sufficient, but not necessary. Let $\Phi$ be a Dirac-Hartree-Fock determinant relaxed in the external field. Since $A$ is a Hermitian one-electron operator, $e^{i\theta A}\Phi$ is again a normalized determinant. Stationarity of the energy requires

$$0=\frac{d}{d\theta}\langle e^{i\theta A}\Phi|H|e^{i\theta A}\Phi\rangle_{\theta=0}
=-i\langle\Phi|[A,H]|\Phi\rangle .$$

Hence $\langle W_1\rangle=\langle W_2\rangle$ for the relaxed determinant. All occupied orbitals must have responded to the field, and the allowed variations must include the negative-energy orbitals into which $A$ can rotate them. The energy need only be stationary, not minimal.

The individual orbitals behave differently. Let $v$ be the nuclear plus external potential energy, $h$ the one-electron Hamiltonian containing it, and $F=h+J-K$ the Fock operator. Write $w_2=2icd\beta\gamma_5p^2$. The one-electron identity reads $w_2=-id[a,v]+id[a,h]$. For a canonical orbital, $\langle k|[a,F]|k\rangle=0$, so $\langle k|[a,h]|k\rangle=-\langle k|[a,J-K]|k\rangle$ and

$$\langle k|w_2|k\rangle=-id\langle k|[a,v+J-K]|k\rangle .$$

The $p^2$ form thus assigns to each orbital a "field" that includes the nonlocal exchange operator.

The field form assigns to orbital $k$ the physical pair field acting on electron 1. Its direct part coincides with the $J$ term above. For the exchange part, define $K_lf(\mathbf r_1)=l(\mathbf r_1)\int l^\dagger(\mathbf r_2)f(\mathbf r_2)/r_{12}\,d^3r_2$. Then

$$\left\langle kl\left|\left[a_1,\frac1{r_{12}}\right]\right|lk\right\rangle
=\langle k|aK_l|k\rangle-\langle l|K_ka|l\rangle .$$

In the second term $a$ acts on $l$, because electron 1 occupies $l$ on the right. The Fock commutator has $\langle k|K_la|k\rangle$ in that place. Exchange enters with a minus sign, which turns $-id$ into $+id$, so the field contribution minus the $p^2$ contribution is

$$\delta_k=id\sum_l\left(\langle k|K_la|k\rangle-\langle l|K_ka|l\rangle\right).$$

For complex orbitals the real part is taken. The summand changes sign when $k$ and $l$ are exchanged, so $\sum_k\delta_k=0$, while a single $\delta_k$ need not vanish. The forms distribute the same total differently.

**The two-electron ion**

I take the 1s2s configuration with $J=1$, $M=1$ at $Z=80$ in the same field of 5 atomic units, with each electron restricted to $j=1/2$, $m=1/2$. Because $a$ is a rotational scalar, it commutes with the projector $Q$ onto this space. Hence $Q[A,H]Q=[A,QHQ]$, and the identity survives the restriction.

The angular functions are $\chi$ and $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$, with $\chi$ a spin-up spinor. Their products give densities proportional to $1$ and $\cos\theta$, so $1/r_{12}$ enters through its monopole and dipole parts alone. For the dipole part one averages $\cos\theta_1\cos\theta_2\cos\gamma$ over both directions, where $\gamma$ is the angle between them. The azimuthal term averages out, leaving $\langle\cos^2\theta\rangle^2=1/9$, so the coupling is $r_</(9r_>^2)$. Direct quadrature of $1/r_{12}$ and its gradient confirms these angular factors.

The relaxed Hartree-Fock contributions to $D/d$ are:

- 1s: field form $4.139$, $p^2$ form $2.479$
- 2s: field form $374.012$, $p^2$ form $375.670$
- total: field form $378.151$, $p^2$ form $378.149$

The orbital differences are $+1.660$ and $-1.658$. For the 1s orbital this is $67\%$ of its $p^2$ contribution. The totals differ by $0.002$.

The mixing recommended in the argument can now be judged. The 1s value from the field form plus the 2s value from the $p^2$ form gives $4.139+375.670=379.809$. The opposite choice gives $2.479+374.012=376.491$. Neither is the Hartree-Fock dipole; the errors are about $+1.66$ and $-1.66$.

Full configuration interaction in the same $j=1/2$ space gives $378.305$ and $378.303$. Without the electron-electron field the first number falls to $376.478$. That field therefore contributes $1.828$, about $0.5\%$ of the total, and cannot be left out if the forms are to agree.

With $\beta$ replaced by 1, the field form gives $0.0023$ instead of zero. This measures how well the finite basis satisfies the operator identity, not the basis error of the dipole itself, which can be much larger. Subtracting it from the field form gives $378.30541-0.00232=378.30309$, against $378.30311$ from the $p^2$ form. In this calculation, nearly the whole remaining mismatch thus sits in the part that should vanish identically.

**Agreement is not evidence of accuracy**

The argument also uses agreement between the forms as a measure of quality. An unrelaxed determinant shows the weakness of that criterion. Its orbitals are obtained by adding the external field to the field-free Fock operator, without updating $J$ and $K$. The two forms then give $101.59$ and $102.19$. Their difference, $-0.602$, agrees with the separately evaluated commutator expectation value, also $-0.602$.

The mismatch is $0.6\%$ of the dipole, but the dipole itself is too small by a factor $378.15/102.19\approx3.7$ compared with the relaxed result. This factor is particular to the chosen determinant. In the field-free Fock operator the empty 2p$_{1/2}$ orbital also feels the $J-K$ of the 2s electron, which raises the 2s-2p$_{1/2}$ gap from about $5.5$ to $19.8$ hartree. If each electron's own $J-K$ is removed from its operator, the unrelaxed dipole is $374.6$, about $1\%$ below the relaxed value. A small mismatch can thus accompany a large error: $\langle[A,H]\rangle$ probes one particular variation of the state, and a small value leaves other errors undetected.

**Limits of the equivalence**

If a Breit operator $B$ is added to the Hamiltonian, eigenstates satisfy $\langle[A,H+B]\rangle=0$. The original $W_1$ and $W_2$ then differ by

$$\langle W_1-W_2\rangle=-id\langle[A,H]\rangle=+id\langle[A,B]\rangle,$$

which must be evaluated or shown to vanish before the forms are exchanged.

Projection onto positive-energy orbitals raises a similar problem. With projector $\Lambda$, the state satisfies $\Lambda H\Psi=E\Psi$, so $H\Psi=E\Psi+(1-\Lambda)H\Psi$ and

$$\langle[A,H]\rangle=\langle\Psi|A(1-\Lambda)H|\Psi\rangle-\langle\Psi|H(1-\Lambda)A|\Psi\rangle .$$

This need not be zero. In the present ion, with projectors built from the relaxed orbitals in the field, the forms give $378.310$ and $378.307$. Before rounding their difference is $0.00238$, slightly above the numerical mismatch of $0.00230$ seen without projection. Evaluated directly, the projector term above contributes $9\times10^{-5}$ to the difference of $D/d$, the same with 20 and with 26 Gaussians per component, which accounts for the excess. The failure is real but amounts to only $2\times10^{-7}$ of the dipole here. This size need not carry over to other projectors or to atoms with stronger correlation.

The calculations leave out $j>1/2$ orbitals, the Breit interaction and quantum electrodynamic corrections. "Eigenstate" means an eigenvector in the finite basis, for two reasons. An atom in a uniform field has no strictly bound state. With two or more electrons, the unprojected $H$ has none even without the field, because one electron in the positive-energy continuum and another in the negative-energy continuum can together have any total energy. The digits quoted serve to compare the forms within one basis; the dipoles themselves are not converged to that precision. Enlarging the basis from 20 to 36 Gaussians per component lowers the frozen-core dipole from $285.50$ to $284.99$ and the Hartree-Fock dipole from $378.15$ to $377.26$, about $0.2\%$, while the core-field term and the orbital difference change by less than $0.005$. The values therefore test the relation between the operators and are not predictions for a measurement. The complete figures are in the numerical output.

**Requested changes**

The argument should choose one operator and use it for every orbital. If it chooses the field form, it must include the nuclear, electron-electron and external fields. If it chooses the $p^2$ form, it must omit the direct external term and use a state determined with the external field and the electron-electron interaction acting together, so that the interaction also responds to the field. A comparison of the forms should be made for the total, with $-id\langle[A,H]\rangle$ reported whenever the state is neither an eigenstate nor a fully relaxed determinant. Orbital contributions may still be tabulated, provided the table names the operator to which they belong.

## Table of computed values

```
nuclear charge Z = 80, rms nuclear radius = 1.0e-04 bohr
external field = 5.0 a.u., speed of light = 137.0360 a.u.
Gaussians per component = 20, two-electron states = 3160
ONE ELECTRON, energies in hartree
1s -3530.300, 2s -904.519, 2p1/2 -904.831
point nucleus: 1s -3532.192, 2p1/2 -904.848
matrix elements divided by d, in a.u. of field
1s-2p1/2: field form 266789.68, p^2 form 155437.80
1s-2p1/2: difference 111351.88, commutator 111351.90
2s-2p1/2: field form 58726.33, p^2 form 58725.95
2s-2p1/2: difference 0.38, commutator -0.01
ALL BELOW: (atomic dipole)/d, dimensionless, unless marked
VALENCE ELECTRON OUTSIDE FROZEN 1s^2 DIRECT POTENTIAL
p^2 form 285.49769, at half the field 285.57385
field form, whole field 285.49940
field form, core field dropped 283.71273
field form, direct external term dropped 284.51509
TWO ELECTRONS 1s2s, J=1, M=1: RELAXED HARTREE-FOCK
1s orbital: field form 4.13937, p^2 form 2.47907
2s orbital: field form 374.01163, p^2 form 375.66964
orbital differences: 1s 1.66030, 2s -1.65801
total: field form 378.15101, p^2 form 378.14871
total, field form without e-e field 376.32324
UNRELAXED DETERMINANT
total: field form 101.58801, p^2 form 102.18976
difference -0.60175, from commutator -0.60229
FULL CONFIGURATION INTERACTION, j=1/2 SPACE
energy -4417.23335 hartree, Hartree-Fock -4417.23320 hartree
total: field form 378.30541, p^2 form 378.30311
total, field form without e-e field 376.47753
total field form with beta replaced by 1: 0.002315
NO-PAIR CONFIGURATION INTERACTION
energy -4417.23337 hartree
total: field form 378.30956, p^2 form 378.30718
```
